# Why a floating metal can destroy uniform negative capacitance

A ferroelectric film is placed on a thin dielectric, and a voltage is applied across the pair. If the layers are well matched, the dielectric can hold the film in a uniform state where its charge rises while its voltage falls. The film then has negative capacitance, and the dielectric receives more voltage than was applied. Now a metal sheet, connected to nothing, is slipped between the layers. For a uniform state this changes nothing: the interface was already an equipotential, and the sheet carries no net charge. Yet the uniform state may no longer survive.

The reason is that the sheet, though neutral as a whole, can carry positive charge in one place and negative charge in another. It thereby screens polarization patterns whose stray fields had made them too expensive. A model that can be solved in both geometries shows when this happens and what capacitance remains.

## The model and its uniform state

The film has thickness $t_f$, the dielectric $t_d$. The polarization $P$ points along the normal $z$ and may vary along one lateral direction $x$, over a device of width $L$ with free edges, where $\partial_xP=0$ and no displacement leaves sideways. The film obeys the mean-field law

$$E=aP+bP^3-g\,\partial_x^2P,\qquad a<0,\quad b,g>0, \tag{1}$$

where $E$ is the $z$ component of the field. Gradients along $z$ are given no energy; including such an energy could only raise the cost of patterns that vary along $z$. The film also has a linear background permittivity, $\epsilon_b$ along $z$ and $\epsilon_x$ in the plane, so that $D_z=\epsilon_bE+P$. The dielectric has permittivity $\epsilon_d$. The metal, when present, is an ideal equipotential with zero net charge and no leakage.

Let $V$ be the total voltage, $v$ the part across the film, $C_d=\epsilon_d/t_d$ and $C_b=\epsilon_b/t_f$, all capacitances being per area. In a uniform state both layers carry the same displacement:

$$C_bv+P=C_d(V-v)\quad\Rightarrow\quad v=\frac{C_dV-P}{C_b+C_d}. \tag{2}$$

At $V=0$ the film field is therefore $v/t_f=-d_0P$, with

$$d_0=\frac{1}{t_f(C_b+C_d)}=\frac{1}{\epsilon_b+C_dt_f}. \tag{3}$$

This is the depolarizing field: the dielectric separates the bound charge of the film from the electrode charge that would screen it. Putting $E=v/t_f$ into (1) gives

$$(a+d_0)P+bP^3=d_0C_dV. \tag{4}$$

The left side increases with $P$ for every $P$ if $|a|<d_0$. The stack is then stable against uniform changes, although $a$ alone is negative.

The film's own capacitance follows from differentiating $D=\epsilon_bE+P$ with $dE/dP=a+3bP^2$. At $P=0$,

$$C_f=\frac{1}{t_f}\left(\epsilon_b+\frac1a\right),\qquad \frac1C=\frac1{C_d}+\frac1{C_f}. \tag{5}$$

Since $|a|<d_0<1/\epsilon_b$, $C_f$ is negative. The same inequality, written as $1/|a|>\epsilon_b+C_dt_f$, says that $|C_f|>C_d$. Hence $C=C_d|C_f|/(|C_f|-C_d)$ is positive and larger than $C_d$. This is the gain at stake.

## What resists a ripple without the metal

Stability against uniform changes is not enough. Consider a small added polarization $p(z)\cos kx$ with $k\neq0$, whose lateral mean is zero. It costs gradient energy and creates a stray field. Let $d_k$ be the lowest eigenvalue of the linear relation between a ripple and its depolarizing field, so that $E_z=-d_kp$ for the cheapest shape $p(z)$. About a uniform state $P$, the stiffness against that ripple is

$$K_k=a+3bP^2+gk^2+d_k. \tag{6}$$

The first two terms come from differentiating (1), the third from $-\partial_x^2\cos kx=k^2\cos kx$, and the last from moving the depolarizing field to the left side.

To find $d_k$, write the potential as $\phi(z)\cos kx$. Then $E_z=-\phi'$ and $p=\phi'/d_k$, so the displacement amplitude along $z$ is

$$D_z=-\epsilon_b\phi'+p=s\phi',\qquad s=\frac1{d_k}-\epsilon_b. \tag{7}$$

The lateral displacement contributes $\epsilon_xk^2\phi$ to the divergence. There is no free charge inside the film, so

$$s\phi''+\epsilon_xk^2\phi=0. \tag{8}$$

With the lower electrode at $z=0$, the solution for $s>0$ is $\phi=\sin qz$, where $q=k\sqrt{\epsilon_x/s}$. In the dielectric, the solution that vanishes at the upper electrode is $\phi=B\sinh k(t_f+t_d-z)$, and there $D_z=-\epsilon_d\phi'$. Continuity of $\phi$ and $D_z$ at $z=t_f$ gives

$$\sin qt_f=B\sinh kt_d,\qquad sq\cos qt_f=\epsilon_dkB\cosh kt_d.$$

Dividing the second by the first and using $sq=k\sqrt{\epsilon_xs}$,

$$\sqrt{\epsilon_xs}\,\cot\!\left(kt_f\sqrt{\frac{\epsilon_x}{s}}\right)=\epsilon_d\coth kt_d. \tag{9}$$

The smallest $d_k$ belongs to the largest $s$, hence to the root with $0<qt_f<\pi/2$. For long waves the cotangent and hyperbolic cotangent become the inverses of their arguments. Equation (9) reduces to $s/(kt_f)=\epsilon_d/(kt_d)$, or $s=C_dt_f$, and (7) returns $d_k=d_0$. A very wide domain thus pays the full uniform depolarization penalty in each of its regions, even though the average polarization of the pattern is zero. Without the metal, having zero mean is no protection.

At shorter wavelengths, opposite bound charges lie closer together and $d_k$ can fall. The gradient energy must then take over. Suppose that

$$a+gk^2+d_k>0\quad\text{for every }k, \tag{10}$$

with $d_0$ used at $k=0$. The quadratic part of the energy is then positive for every pattern. The quartic part is convex, and the voltage adds a linear term, which has no curvature. The total energy is therefore strictly convex and has one minimum at each $V$. The solution of (4) is stationary, so it is that minimum. Under condition (10), domains are excluded in this model at any voltage, not just for small disturbances.

## What the metal removes

With the metal in place, the potential at $z=t_f$ cannot depend on $x$. A ripple potential with $k\neq0$ must therefore vanish on both faces of the film. Take a ripple that does not vary along $z$. It has no bound charge inside the film, because $\partial_zP=0$, and its surface charge is met by free charge on the adjacent metal. The potential $\phi=0$ satisfies all the conditions. Electrostatic energy cannot be negative, so the lowest value is

$$d_k=0\quad(k\neq0),\qquad d_0\ \text{unchanged}. \tag{11}$$

The compensating charge can be written down. The dielectric now has uniform displacement $C_d(V-v)$, and neutrality of the metal makes this equal to the lateral average $C_bv+\bar P$ in the film. The local free charge per area is the displacement above the metal minus that below it:

$$\rho(x)=(C_bv+\bar P)-(C_bv+P(x))=\bar P-P(x). \tag{12}$$

Its average is zero, as it must be for a floating conductor. Neutrality constrains the total charge and leaves its distribution free.

For patterns uniform along $z$, the film voltage is (2) with $P$ replaced by $\bar P$. The energy per device area whose variation gives (1) is

$$G=t_f\left\langle\frac a2P^2+\frac b4P^4+\frac g2(\partial_xP)^2\right\rangle+\frac{\bar P^2}{2(C_b+C_d)}-\frac{C_dV\bar P}{C_b+C_d}, \tag{13}$$

up to a term independent of $P$. Indeed, the derivative of the last two terms with respect to $\bar P$ is $-v$, which balances $t_fE$. The dielectric enters through the average alone. It can prevent the whole film from polarizing, but it cannot prevent one half from polarizing up and the other half down.

Add $A\cos(\pi x/L)$, the longest ripple allowed by free edges, to a uniform state $P$. Its mean is zero, so the last two terms of (13) do not change. With $\langle\cos^2\rangle=1/2$, the change to second order in $A$ is

$$\delta G=\frac{t_fA^2}{4}\left(a+3bP^2+\frac{g\pi^2}{L^2}\right). \tag{14}$$

It is negative when

$$L>L_c(P)=\pi\sqrt{\frac{g}{|a|-3bP^2}}. \tag{15}$$

The square root is real where $a+3bP^2<0$, which is the part of the film law with negative slope and thus the part used for negative capacitance. For each such $P$, a wide enough device is unstable. The uniform solution still exists, but it is no longer a minimum, and the descent towards domains has no barrier. At any finite width, the states next to the ends of the negative slope, where $0<|a|-3bP^2<g\pi^2/L^2$, remain locally stable. This range shrinks as the device widens.

## Why the resulting domains are cheap

At $V=0$, let half the film take $+P_s$ and half $-P_s$, where zero field requires $P_s^2=|a|/b$. The Landau energy density there is $-a^2/(2b)+a^2/(4b)=-a^2/(4b)$. Relative to $P=0$, wide domains gain $t_fa^2/(4b)$ per area. Without the metal, each region pays the uniform field energy $P_s^2/[2(C_b+C_d)]$. With it, that cost is zero because $\bar P=0$.

One cost remains, the wall. Multiplying (1) at $E=0$ by $\partial_xP$ and integrating from inside a domain gives

$$\frac g2(\partial_xP)^2=\frac b4(P_s^2-P^2)^2. \tag{16}$$

The solution is $P=P_s\tanh(x/w)$ with $w=\sqrt{2g/|a|}$. The gradient and excess Landau energies are equal by (16), so their sum is $g(\partial_xP)^2$. The energy per wall area is

$$\sigma=\int g\,\partial_xP\,dP=\sqrt{\frac{gb}{2}}\int_{-P_s}^{P_s}(P_s^2-P^2)\,dP=\frac43\sqrt{\frac{gb}{2}}\,P_s^3. \tag{17}$$

A wall of height $t_f$ adds $\sigma t_f/L$ per device area, which becomes negligible in a wide device.

## What capacitance is left

Suppose first that the wall moves freely and is far from the edges. If $E$ were not zero, the domain along the field would have the lower value of $aP^2/2+bP^4/4-EP$, and the wall would move so as to enlarge it. This changes $\bar P$, and hence $v$, until the two domains are in balance. Since the Landau energy is even in $P$, balance means $E=0$. Thus

$$v=0,\qquad \bar P=Q=C_dV, \tag{18}$$

where $Q$ is the charge per area on the outer electrodes. The stack behaves as the dielectric alone, and the gain is gone. For wide domains this response ends when one domain has been consumed, at $|V|=P_s/C_d$.

If instead the wall is pinned, each domain responds about $\pm P_s$, where $a+3bP_s^2=2|a|$. If the wall itself takes up only a small part of the device, the film capacitance becomes

$$C_f^{\rm pin}=\frac1{t_f}\left(\epsilon_b+\frac1{2|a|}\right)>0, \tag{19}$$

and the series capacitance drops below $C_d$. Neither limit preserves the amplification.

A narrow device behaves differently. A wall that leaves through a free edge releases its energy, so the edges attract it, and a central position is an energy maximum with respect to wall displacement. The dielectric can hold the wall there, because moving it changes $\bar P$. The falling wall energy then acts as a negative stiffness of the film. This is a residual negative capacitance, but of a domain state. At zero voltage the domain pattern grows continuously from nothing as $L$ passes $L_c(0)$, so the small-signal capacitance starts from its uniform value there and then falls quickly towards $C_d$ as the device widens. The wall profile approaches $\pm P_s$ as $e^{-2\ell/w}$ at distance $\ell$, so the edge effect fades quickly as the device widens. What the metal destroys is the uniform effect, not every trace of negative capacitance.

## Numbers for one stack

Take round parameters that stand for no particular material: $t_f=5$ nm, $t_d=1$ nm, $L=40$ nm, $a=-5\times10^7$ m/F, $b=1.25\times10^9$ m$^5$/(F C$^2$) and $g=2\times10^{-10}$ m$^3$/F. The relative permittivities are 20 for $\epsilon_b$, 100 for $\epsilon_x$ and 300 for $\epsilon_d$. Then $P_s=0.200$ C/m$^2$, $C_b=0.0354$ F/m$^2$ and $C_d=2.656$ F/m$^2$.

Equation (3) gives $d_0=7.43\times10^7$ m/F, which exceeds $|a|$. Without the metal, the lowest stiffness found over all sampled wavevectors is $2.43\times10^7$ m/F. This equals $a+d_0$, so the long-wave limit is the softest. Ripples with $k>\sqrt{|a|/g}=5\times10^8$ m$^{-1}$ need no help, since there $gk^2$ alone outweighs $|a|$. At that wavevector $d_k$ is still $6.08\times10^7$ m/F. Condition (10) holds and the uniform state is safe.

This depends on $g$. Solving (10) for $g$ requires it to exceed the largest value of $(|a|-d_k)/k^2$, which is $1.21\times10^{-11}$ m$^3$/F, reached near $k=1.22\times10^9$ m$^{-1}$. The corresponding wavelength is $2\pi/k\approx5.1$ nm. With a smaller $g$ a wide enough stack would form domains by itself, and the loss of gain could no longer be blamed on the metal alone. Just below the threshold, however, these domains are weak and leave much of the gain, which the metal would still remove. The chosen $g$ is about 16 times the threshold. That margin owes much to the small $|a|$ of this example. With $a=-10^9$ m/F, relative permittivities 25, 30 and 9 for $\epsilon_b$, $\epsilon_x$ and $\epsilon_d$, $t_f=5$ nm and $t_d=0.76$ nm, the uniform gain is about the same, but (10) requires $g$ above about $1.1\times10^{-9}$ m$^3$/F, roughly a hundred times more.

With the metal, $\sqrt{g/|a|}=2.00$ nm gives $L_c=6.28$ nm at $P=0$. At $P=0.3P_s$, the term $3bP^2$ is $0.27|a|$, and $L_c$ grows to $6.28/\sqrt{0.73}=7.35$ nm. The 40 nm device is far wider than either.

The energies show the cause directly. Wide domains gain 2.50 mJ/m$^2$, while without the metal their field would cost 7.43 mJ/m$^2$. With the metal, the wall energy $\sigma=3.77$ mJ/m$^2$ contributes $3.77\times5/40=0.47$ mJ/m$^2$. The net value is $-2.50+0.47=-2.03$ mJ/m$^2$, in agreement with the relaxed state. The same pattern with the metal removed has $+4.29$ mJ/m$^2$, so its field energy is $4.29+2.03=6.32$ mJ/m$^2$.

This is below 7.43 mainly because the polarization is reduced inside the wall. From $\int(1-\tanh^2(x/w))\,dx=2w$, the mean of $P^2/P_s^2$ is $1-2w/L$. With $w=2.83$ nm this is 0.86, and $0.86\times7.43\approx6.4$ mJ/m$^2$. The small remaining difference has the sign expected from $d_k<d_0$ at finite wavelength.

The capacitances follow from (5) and (19). In the uniform state $C_f=-3.96$ F/m$^2$, and

$$C=\left(\frac1{2.656}-\frac1{3.965}\right)^{-1}\approx8.05\ \text{F/m}^2,$$

about 3.03 times $C_d$. With domains and a free wall the value is $C_d$ itself. For a pinned wall much narrower than the domains, (19) gives $C_f^{\rm pin}=2.04$ F/m$^2$, and the stack would have 1.15 F/m$^2$. In the 40 nm device this is only an estimate, because the response inside the wall is left out.

At an applied 10 mV, the stack without metal has $P=0.0663$ C/m$^2$. Equation (1) gives

$$E=-3.31\times10^6+0.36\times10^6=-2.95\times10^6\ \text{V/m},$$

so the film voltage is $-14.7$ mV and the dielectric receives 24.7 mV. The charge is 0.0657 C/m$^2$. The mean slope $Q/V$ is 6.57 F/m$^2$, less than the small-signal 8.05, because the cubic term stiffens the film. With the metal, the film voltage vanishes to the printed precision, the dielectric receives 10.0 mV, and the charge is $2.656\times0.010=0.0266$ C/m$^2$. The wall has moved by $(\bar P/P_s)L/2\approx2.7$ nm from the centre. The wide-domain estimate for the end of this response is $0.200/2.656\approx0.075$ V. In the 40 nm device the response ends at a lower voltage, because the edge attracts the approaching wall and draws it out before the domain is fully consumed.

In a device 12 nm wide, about twice $L_c$, the small-signal capacitance with the metal is $1.019\,C_d$. The edge effect is present, but its gain is about 2 percent, against a factor of three for the uniform state.

The numerical output below also rests on a test of cause and effect that does not use the small-ripple analysis. With the metal, a nearly uniform film carrying a ripple of one percent of $P_s$ relaxed to two domains with one wall. That domain state was then used as the starting point for the same stack without the metal, and it relaxed back to the uniform state.

## Where the explanation stops

The argument concerns the stability of equilibrium states, not the time needed to leave them. It assumes that the sheet moves charge freely across the device but exchanges none with its surroundings. A leaking sheet would need a different charge condition in (2). It also assumes free lateral edges and ideal outer electrodes, and it describes the film by a mean-field law without defects. Above all, the comparison presumes that the stack without the metal satisfies (10). This is a demanding condition, and a film with a larger $|a|$ or thickness, matched to the same gain, can fail it and form domains with no metal present.

Within these limits, the two geometries differ in a single respect. Without the metal, the displacement must pass from film to dielectric at each point, so the dielectric opposes local polarization. With the metal, only the average must pass, and the film is free to arrange its polarization at fixed average. A uniform state on the negative slope is then unstable once the device is wider than $L_c(P)$.

## Values computed for the example and the checks

```
film thickness t_f = 5.0 nm
dielectric thickness t_d = 1.0 nm
device width L = 40.0 nm
a = -5.000e+07 m/F
b = 1.250e+09 m^5/(F C^2)
g = 2.000e-10 m^3/F
relative eps_b = 20 (dimensionless)
relative eps_x = 100 (dimensionless)
relative eps_d = 300 (dimensionless)
spontaneous polarization P_s = 0.2000 C/m^2
length sqrt(g/|a|) = 2.000 nm
background film capacitance C_b = 0.03542 F/m^2
dielectric capacitance C_d = 2.6563 F/m^2
uniform depolarization d_0 = 7.4303e+07 m/F
no metal, k = 1.0e+08 1/m: d_k = 7.3657e+07 m/F
no metal, k = 5.0e+08 1/m: d_k = 6.0846e+07 m/F
no metal, k = 2.0e+09 1/m: d_k = 1.6502e+07 m/F
no metal, lowest stiffness over k = 2.4303e+07 m/F
no metal, smallest stable g = 1.214e-11 m^3/F
wavevector of that threshold = 1.224e+09 1/m
metal, critical width at P=0: 6.283 nm
metal, critical width at P=0.3 P_s: 7.354 nm
wide-domain Landau gain = 2.5000 mJ/m^2
wide-domain field cost, no metal = 7.4303 mJ/m^2
wall energy per wall area = 3.7712 mJ/m^2
wall cost per device area = 0.4714 mJ/m^2
relaxed domain energy, metal = -2.0286 mJ/m^2
same pattern, metal removed = 4.2892 mJ/m^2
peak local charge on metal, 0 V = 0.2000 C/m^2
uniform film capacitance C_f = -3.9646 F/m^2
uniform stack capacitance = 8.0492 F/m^2
uniform stack C / C_d = 3.0303 (dimensionless)
pinned-domain film capacitance = 2.0354 F/m^2
pinned-domain stack capacitance = 1.1524 F/m^2
applied voltage = 10.0 mV
no metal: mean polarization = 0.06625 C/m^2
no metal: charge = 0.06573 C/m^2
no metal: film voltage = -14.746 mV
no metal: dielectric voltage = 24.746 mV
metal: mean polarization = 0.02656 C/m^2
metal: charge = 0.02656 C/m^2
metal: film voltage magnitude = 0.00000 mV
metal: dielectric voltage = 10.000 mV
narrow device width = 12.0 nm
narrow device, metal: C / C_d = 1.01914 (dimensionless)
```
